# Löwdin's rules for matrix elements between nonorthogonal determinants, part 2

The problem is to find matrix elements between two determinants \(\Phi_A\) and \(\Phi_B\) of \(N\) electrons, built from spin orbitals \(a_i\) and \(b_j\) that need not be orthogonal. Energies are in hartree and distances in bohr. Write \(S_{ij}=\langle a_i|b_j\rangle\), \(h_{ij}=\langle a_i|h|b_j\rangle\) and \(g_{ik,jl}=\langle a_ia_k|g|b_jb_l\rangle\), where the first orbital on each side belongs to one electron and the second to the other. The Hamiltonian is \(H=\sum_nh(n)+\sum_{m<n}g(m,n)+E_{\mathrm{nuc}}\). The nuclear repulsion \(E_{\mathrm{nuc}}\) contributes \(E_{\mathrm{nuc}}\det S\) between two determinants.

The first- and second-order cofactors \(C_{ij}\) and \(C_{ik,jl}\) are the signed determinants of \(S\) with one row and column, or two rows and columns, struck out. With \(\langle O\rangle_{AB}\) short for \(\langle\Phi_A|O|\Phi_B\rangle\), the cofactor rules are

\[
\langle\Phi_A|\Phi_B\rangle=\det S,\qquad
\Big\langle\sum_nh(n)\Big\rangle_{AB}=\sum_{ij}h_{ij}C_{ij},\qquad
\Big\langle\sum_{m<n}g(m,n)\Big\rangle_{AB}=\frac12\sum_{ikjl}g_{ik,jl}C_{ik,jl}.
\]

The Slater-Condon rules are the special case in which both determinants take their orbitals from one orthonormal set. The overlap then vanishes if any orbital differs, the one-electron element if two or more differ, and the two-electron element if three or more differ.

When \(\det S\neq0\), the cofactors follow from the inverse \(R=S^{-1}\), and the matrix elements become

\[
\Big\langle\sum_nh(n)\Big\rangle_{AB}=\det S\sum_{ij}h_{ij}R_{ji},
\]

\[
\Big\langle\sum_{m<n}g(m,n)\Big\rangle_{AB}=\frac{\det S}{2}\sum_{ikjl}g_{ik,jl}\left(R_{ji}R_{lk}-R_{jk}R_{li}\right).
\]

Divided by the overlap \(\det S\), these have the form of a Hartree-Fock energy, with the density operator replaced by the transition operator \(\gamma=\sum_{ij}|b_j\rangle R_{ji}\langle a_i|\). Its square contains the product \(RSR=R\), so \(\gamma^2=\gamma\), and its trace is \(\sum_{ij}R_{ji}S_{ij}=N\). It is a projector onto the space of the \(b_j\), but in general not a Hermitian one. If both determinants are built from the same orbitals, \(b_i=a_i\), then \(R\) is Hermitian and \(\gamma\) is the Hermitian projector onto the occupied space, the usual density operator. For orthonormal orbitals it takes the familiar form \(\sum_i|a_i\rangle\langle a_i|\).

The inverse does not exist when \(\det S=0\), and close to that point its large elements multiply a small determinant. The cofactors stay finite, since they are sums of products of overlaps, and the derivation of the rules never divided by \(\det S\). How much survives depends on the rank of \(S\). Let the rank be \(N-k\); the number \(k\) is called the nullity. A matrix of rank \(N-k\) has a nonzero minor of order \(N-k\) and none of higher order. The overlap is the minor of order \(N\), and the two kinds of cofactor are minors of order \(N-1\) and \(N-2\). Therefore the overlap vanishes for \(k\geq1\), every one-electron element vanishes for \(k\geq2\), and every two-electron element vanishes for \(k\geq3\). Elements not in this list may still vanish for a particular operator, for instance by symmetry.

The nullity has a direct meaning. A vector \(y\) with \(\sum_jS_{ij}y_j=0\) for all \(i\) defines an orbital \(\sum_jb_jy_j\) that is orthogonal to every \(a_i\). If the \(b_j\) are linearly independent, as they must be for \(\Phi_B\neq0\), there are \(k\) independent orbitals of this kind, and an operator has to move at least \(k\) electrons to connect the two determinants. This generalizes the counting of differing orbitals in the Slater-Condon rules to orbitals that match nowhere individually.

For \(k=1\) the one-electron element reduces to a single integral. Apart from a factor there is one vector \(y\) with \(\sum_jS_{ij}y_j=0\), and one vector \(z\) with \(\sum_iz_iS_{ij}=0\). Expanding a determinant along a row gives \(\sum_jS_{ij}C_{mj}=\delta_{im}\det S\), because for \(i\neq m\) the sum is a determinant with two equal rows. Here the right side is zero for all \(i\) and \(m\), so each row of \(C\) is proportional to \(y\). The same argument for columns shows that each column is proportional to \(z\). Thus \(C_{ij}=\kappa z_iy_j\) with a number \(\kappa\neq0\), and

\[
\Big\langle\sum_nh(n)\Big\rangle_{AB}=\kappa\,\Big\langle\sum_iz_i^*a_i\Big|h\Big|\sum_jb_jy_j\Big\rangle .
\]

The operator carries the electron between the two orbitals that have no partner in the other determinant.

The cofactor rules, their inverse form for nonsingular \(S\), and the pattern of vanishing elements were tested on four electrons in eight one-particle states, with complex nonorthogonal orbitals and general operators drawn at random. The determinants were written out as antisymmetric functions of four variables, and the operators were applied to them directly. The absolute values found in this way are dimensionless:

| nullity | overlap | one-electron | two-electron |
|---|---|---|---|
| 0 | 0.0932 | 0.2130 | 2.6679 |
| 1 | 0.0000 | 0.4919 | 3.9244 |
| 2 | 0.0000 | 0.0000 | 0.1922 |
| 3 | 0.0000 | 0.0000 | 0.0000 |

The cofactor rules reproduce these elements with a largest deviation of about \(10^{-14}\).

Nonorthogonal determinants arise naturally when the Hartree-Fock equations have several solutions. Consider LiH at a distance of 6.0 bohr in the 6-31G basis. The restricted (RHF) solution found has the energy \(-7.89841\) hartree. An unrestricted (UHF) solution, reached from a lithium atom with its valence electron in spin \(\alpha\) and a hydrogen atom with spin \(\beta\), lies lower, at \(H_{11}=-7.93339\) hartree. Let \(a_1,a_2\) now denote its two real spatial orbitals with spin \(\alpha\), and \(b_1,b_2\) those with spin \(\beta\). Because the Hamiltonian does not contain spin, putting \(\alpha\) electrons into \(b_1,b_2\) and \(\beta\) electrons into \(a_1,a_2\) gives a second solution of the same energy. Call the two determinants \(\Phi_1\) and \(\Phi_2\).

Orbitals of different spin are orthogonal, so the \(4\times4\) overlap matrix falls into two blocks. The \(\alpha\) block is \(s_{ij}=\langle a_i|b_j\rangle\) and the \(\beta\) block is \(\langle b_i|a_j\rangle=s_{ji}\), its transpose. The numbers are

\[
s=\begin{pmatrix}0.999999&-0.000141\\0.001426&0.327915\end{pmatrix},\qquad
c=\begin{pmatrix}0.327915&-0.001426\\0.000141&0.999999\end{pmatrix},
\]

where \(c_{ij}\) are the cofactors of \(s\). The orbitals \(a_1\) and \(b_1\) nearly coincide, and \(a_2\) and \(b_2\) overlap by about one third. The determinant of the block is

\[
d=0.999999\times0.327915+0.000141\times0.001426=0.327915,
\]

and the overlap of the two determinants is \(\langle\Phi_1|\Phi_2\rangle=d^2=0.10753\).

Permutations that mix the blocks contribute nothing, so every cofactor is a product of an \(\alpha\) part and a \(\beta\) part. If \(h\) acts on an \(\alpha\) electron, the cofactor is \(c_{ij}\) times the determinant \(d\) of the untouched \(\beta\) block. The \(\beta\) electrons give the same amount, because their block is the transpose and \(h\) is real and symmetric. With the integrals \(h_{11}=-4.609304\), \(h_{12}=0.006201\), \(h_{21}=0.122859\) and \(h_{22}=-0.354785\) hartree, where \(h_{ij}=\langle a_i|h|b_j\rangle\), the sum is

\[
\sum_{ij}h_{ij}c_{ij}=-1.51146-0.00001+0.00002-0.35478=-1.8662\ \text{hartree},
\]

and the one-electron coupling is \(2d\times(-1.8662)=-1.2239\) hartree.

For the repulsion, write \((a_ib_j|a_lb_k)\) for the Coulomb integral between the products \(a_ib_j\) and \(a_lb_k\). If both electrons have spin \(\alpha\), the whole \(\alpha\) block is struck out and the cofactor is \(d\). The two \(\beta\) electrons contribute equally, so the same-spin part is

\[
2d\left[(a_1b_1|a_2b_2)-(a_1b_2|a_2b_1)\right]=0.65583\times(0.066125-0.000689)=0.0429\ \text{hartree}.
\]

For electrons of opposite spin the exchange integrals vanish. The \(\beta\) cofactor for row \(k\) and column \(l\) is \(c_{lk}\), because of the transpose, and the contribution is

\[
\sum_{ijlk}c_{ij}\,(a_ib_j|a_lb_k)\,c_{lk}.
\]

Three terms dominate, because all others carry at least one of the small cofactors \(c_{12}\) and \(c_{21}\). Their integrals are \((a_1b_1|a_1b_1)=1.649817\), \((a_1b_1|a_2b_2)=0.066125\) and \((a_2b_2|a_2b_2)=0.044142\) hartree. The middle one occurs twice, and

\[
0.10753\times1.649817+2\times0.327915\times0.066125+0.044142=0.2649\ \text{hartree}.
\]

The remaining terms change this by less than \(10^{-5}\) hartree. The total repulsion part is \(0.3078\) hartree. The nuclei repel with \(0.5\) hartree, which enters multiplied by the overlap. Altogether

\[
H_{12}=-1.22394+0.30782+0.5\times0.10753=-0.86235\ \text{hartree}.
\]

The program confirms the overlap and both parts of the coupling by expanding the two determinants in all configurations of the 11 orthonormal RHF orbitals and applying the Hamiltonian there.

In the space of \(\Phi_1\) and \(\Phi_2\), which have equal energies and a real coupling, the stationary combinations are \(\Phi_1\pm\Phi_2\). The energy of each is the matrix element of \(H\) divided by the squared norm, \((2H_{11}\pm2H_{12})/(2\pm2d^2)\), so

\[
E_\pm=\frac{H_{11}\pm H_{12}}{1\pm d^2},\qquad E_+=-7.94177\ \text{hartree},\qquad E_-=-7.92298\ \text{hartree}.
\]

Most of \(H_{12}\) does not split the levels. Subtracting the two expressions gives

\[
E_--E_+=\frac{2\,(d^2H_{11}-H_{12})}{1-d^4}.
\]

Here \(d^2H_{11}=-0.85306\) hartree cancels nearly all of \(H_{12}\). The difference of \(0.00929\) hartree leads to a splitting of \(0.0188\) hartree. An error in the overlap \(d^2\) at fixed \(H_{12}\) would enter the splitting multiplied by about \(2H_{11}/(1-d^4)\approx-16\) hartree, twice the total energy of the molecule, while an error in \(H_{12}\) enters multiplied by \(-2/(1-d^4)\approx-2\). Since \(H_{12}\approx d^2H_{11}\), equal relative errors in the two have nearly equal effects in size, so overlap and coupling have to be computed with matching relative accuracy.

The combinations also have definite spin properties. Let \(F\) turn over the spin of every electron. It maps \(\Phi_1\) to \(\Phi_2\) with the sign \(+1\), since restoring the order "\(\alpha\) before \(\beta\)" moves two orbitals past two others, which takes four interchanges. A rotation of one spin by \(\pi\) about the \(x\) axis is \(-i\) times the flip of that spin, and for four electrons \((-i)^4=1\), so \(F\) is the rotation of the total spin by \(\pi\). A state of total spin \(\mathcal S\) with zero \(z\) component behaves under rotations like the Legendre polynomial \(P_{\mathcal S}(\cos\theta)\). The rotation reverses \(\cos\theta\) and gives the factor \((-1)^{\mathcal S}\). Four electrons allow \(\mathcal S=0,1,2\). The minus combination is therefore a pure triplet, and the plus combination contains singlet and quintet parts. The quintet weight is \(w=1.6\times10^{-7}\) here.

This also explains the spin of a single UHF determinant. Since \(\Phi_1\) is half the sum of \(\Phi_1+\Phi_2\) and \(\Phi_1-\Phi_2\), whose squared norms are \(2(1\pm d^2)\), the two parts have weights \((1\pm d^2)/2\). In units of \(\hbar^2\) the triplet has \(\langle S^2\rangle=2\) and the quintet 6, so

\[
\langle S^2\rangle_{\mathrm{UHF}}=(1-d^2)+3(1+d^2)\,w=0.8925,
\]

which is the printed value to these digits. The UHF state is a mixture of singlet and triplet with weights of about 55 and 45 per cent.

Full configuration interaction in the same basis gives \(-7.94477\) hartree for the lowest singlet and \(-7.92601\) hartree for the lowest triplet. The two-determinant energies lie above these by about 0.0030 hartree each. The errors nearly cancel in the splitting, which is 0.01879 hartree (0.511 eV) from the two determinants and 0.01876 hartree (0.511 eV) from full configuration interaction. The calculation does not identify which correlation effects make up these errors, and the close agreement is particular to this distance and basis. In 6-31G the two determinants give 1.250 eV against 1.122 eV from full configuration interaction at 5.0 bohr, and 0.189 eV against 0.194 eV at 7.0 bohr, so their difference changes sign near 6 bohr. At 6.0 bohr in the cc-pVDZ basis the two values are 0.540 and 0.601 eV, with errors of 0.0060 hartree for the singlet and 0.0037 hartree for the triplet. In cc-pVTZ they are 0.553 eV and, with the lithium 1s orbital frozen, about 0.70 eV. The value 0.511 eV is therefore not a converged splitting of LiH.

## Values computed for the example and the checks

```
Random test: N = 4 electrons, 8 one-particle states
nullity of S, |overlap|, |one-el.|, |two-el.| (dimensionless):
  0  0.093247  0.213019  2.667888
  1  0.000000  0.491867  3.924445
  2  0.000000  0.000000  0.192237
  3  0.000000  0.000000  0.000000
largest deviation rules - definition: 1.3e-14
LiH, basis 6-31g, distance 6.0 bohr, 11 orbitals
RHF energy: -7.898412 hartree
UHF energy H11: -7.933387 hartree
UHF <S^2>: 0.892472 (units of hbar^2)
alpha overlap block <a_i|b_j> (dimensionless):
    0.999999   -0.000141
    0.001426    0.327915
its first-order cofactors (dimensionless):
    0.327915   -0.001426
    0.000141    0.999999
one-electron integrals <a_i|h|b_j> (hartree):
   -4.609304    0.006201
    0.122859   -0.354785
(a_i b_j|a_l b_k), pairs 11,12,21,22 (hartree):
    1.649817   -0.005936   -0.124105    0.066125
   -0.005936    0.000035    0.000689    0.000062
   -0.124105    0.000689    0.014881    0.000026
    0.066125    0.000062    0.000026    0.044142
determinant d of alpha block: 0.327915
overlap of the determinants: 0.107528
one-electron coupling: -1.223935 hartree
same-spin two-electron coupling: 0.042915 hartree
opposite-spin two-electron coupling: 0.264905 hartree
total two-electron coupling: 0.307819 hartree
nuclear repulsion: 0.500000 hartree
H12 with nuclear repulsion: -0.862351 hartree
E(plus): -7.941773 hartree
E(minus): -7.922980 hartree
quintet weight in plus: 1.573e-07
<S^2> of minus: 2.000000 (units of hbar^2)
full CI singlet: -7.944769 hartree
full CI triplet: -7.926005 hartree
E(minus)-E(plus): 0.018793 hartree = 0.5114 eV
full CI triplet-singlet: 0.018764 hartree = 0.5106 eV
```
